# Three-halves absorption law at a parity-forbidden direct band edge: verification in Python

```python
"""
Result under test (Hartree atomic units): for a direct gap Eg with parabolic
edges and a momentum matrix element e.p_cv(k) = b.k, independent electrons give
    n * alpha * omega = (2 |b|^2 / (3 c)) (2 mu)^(5/2) (omega - Eg)^(3/2).
n: refractive index, alpha: absorption coefficient of intensity, omega: photon
energy, mu: reduced electron-hole mass, c: speed of light, e: polarization.
"excess" means omega - Eg. Spin degeneracy 2 is included.
The k.p model has even edges v and c, and two odd triplets: one below v and
one far above c. Its parameters are rough round values for an indium-oxide-like
film; it is not a band-structure calculation of that material.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_CM = 100 * BOHR_M
BOHR_NM = 1e9 * BOHR_M
C_LIGHT = 1 / const.fine_structure
GOLDEN = 8 * np.pi**2 / C_LIGHT      # multiplies int d3k/(2pi)^3 |e.p|^2 delta


def forbidden_law(excess, masses, b):
    """n*alpha*omega for e.p = b.k and principal reduced masses."""
    masses = np.asarray(masses)
    weight = np.sum(masses * np.abs(b)**2)
    return (4 / (3 * C_LIGHT) * np.sqrt(np.prod(masses)) * weight
            * (2 * excess)**1.5)


def allowed_law(excess, masses, p0):
    """n*alpha*omega for a constant matrix element p0."""
    return (4 / C_LIGHT * np.sqrt(np.prod(masses)) * abs(p0)**2
            * np.sqrt(2 * excess))


# ---- Plane-wave crystal in one dimension: parity, k.p sum, sum rule ----
def crystal(k, second_harmonic):
    """Energies, states and momentum matrix; reciprocal vector = 1."""
    waves = np.arange(-9, 10)
    size = len(waves)
    h = np.diag((k + waves)**2 / 2).astype(complex)
    h += 0.10 * (np.eye(size, k=1) + np.eye(size, k=-1))
    h += second_harmonic * np.eye(size, k=1 + 1)
    h += np.conj(second_harmonic) * np.eye(size, k=-2)
    energy, states = np.linalg.eigh(h)
    momentum = states.conj().T @ ((k + waves)[:, None] * states)
    return energy, states, momentum


energy0, states0, p_gamma = crystal(0.0, 0.08)
parity = [np.vdot(states0[:, m], states0[::-1, m]).real for m in range(3)]
even = 1 if parity[1] > 0 else 2
assert parity[0] > 0.999 and parity[even] > 0.999
assert parity[3 - even] < -0.999
assert abs(p_gamma[even, 0]) < 1e-10
assert abs(p_gamma[3 - even, 0]) > 1e-2
slope_sum = sum(
    p_gamma[even, m] * p_gamma[m, 0]
    * (1 / (energy0[0] - energy0[m]) + 1 / (energy0[even] - energy0[m]))
    for m in range(len(energy0)) if m not in (0, even))
small_k = 1e-3
slope_direct = abs(crystal(small_k, 0.08)[2][even, 0]) / small_k
assert abs(slope_direct / abs(slope_sum) - 1) < 1e-3
p_broken = crystal(0.0, 0.08 * np.exp(0.9j))[2]
assert min(abs(p_broken[1, 0]), abs(p_broken[2, 0])) > 1e-2

# The integral of omega*eps2 must equal (pi/2)*plasma_frequency^2.
zone = (np.arange(80) + 0.5) / 80 - 0.5
zone_mean = 0.0
for k in zone:
    en, _, p = crystal(k, 0.08)
    zone_mean += np.sum(np.abs(p[1:, 0])**2 / (en[1:] - en[0])) / len(zone)
density = 1.0
sum_from_rule = GOLDEN * C_LIGHT * (density / 2) * zone_mean
sum_expected = np.pi / 2 * 4 * np.pi * density
assert abs(sum_from_rule / sum_expected - 1) < 1e-4

# ---- Explicit k-space sums against both power laws, anisotropic masses ----
test_masses = np.array([0.20, 0.35, 0.60])
test_b = np.array([0.7 + 0.2j, -0.4j, 0.5 - 0.3j])
points = 140
half_width = 1.2
axis = ((np.arange(points) + 0.5) / points * 2 - 1) * half_width
kx, ky, kz = axis[:, None, None], axis[None, :, None], axis[None, None, :]
pair_energy = (kx**2 / test_masses[0] + ky**2 / test_masses[1]
               + kz**2 / test_masses[2]) / 2
element_sq = np.abs(test_b[0] * kx + test_b[1] * ky + test_b[2] * kz)**2
cell = (2 * half_width / points)**3 / (2 * np.pi)**3
for cut in (0.5, 1.0):
    inside = pair_energy < cut
    summed = GOLDEN * cell * np.sum(element_sq[inside])
    integral = 2 / 5 * cut * forbidden_law(cut, test_masses, test_b)
    assert abs(summed / integral - 1) < 5e-3
    summed = GOLDEN * cell * np.count_nonzero(inside)
    integral = 2 / 3 * cut * allowed_law(cut, test_masses, 1.0)
    assert abs(summed / integral - 1) < 5e-3
del pair_energy, element_sq, inside

# ---- Inputs of the worked example ----
gap_ev, odd_depth_ev, odd_high_ev = 2.8, 0.8, 10.0
m_e, m_h = 0.2, 2.0
index, permittivity = 2.0, 9.0
thickness_nm, excess_ev, temperature = 200.0, 0.2, 300.0
p_v_low = 0.05
gap, depth, high = (x / HARTREE_EV for x in
                    (gap_ev, odd_depth_ev, odd_high_ev))
excess = excess_ev / HARTREE_EV
omega = gap + excess
mu = 1 / (1 / m_e + 1 / m_h)
iso = np.array([mu, mu, mu])
# Couplings chosen to give the two input masses.
p_c_low = np.sqrt((gap + depth) / 2 * (1 / m_e - 1))
p_v_high = np.sqrt(high / 2 * (1 + 1 / m_h + 2 * p_v_low**2 / depth))
b_slope = p_c_low * p_v_low * (1 / depth + 1 / (gap + depth))
b_vec = np.array([b_slope, 0, 0])

# Basis: v, c, three low odd states, three high odd states.
levels = np.diag([0, gap] + [-depth] * 3 + [high] * 3).astype(complex)
p_ops = np.zeros((3, 8, 8), complex)
for j in range(3):
    p_ops[j, 1, 2 + j] = -1j * p_c_low
    p_ops[j, 0, 2 + j] = -1j * p_v_low
    p_ops[j, 0, 5 + j] = -1j * p_v_high
    p_ops[j] += p_ops[j].conj().T


def edges(kvec, extra=0):
    """Valence energy, conduction energy and vector p_cv."""
    h = levels + np.eye(8) * np.dot(kvec, kvec) / 2 + extra
    h = h + np.tensordot(kvec, p_ops, axes=1)
    en, st = np.linalg.eigh(h)
    pcv = np.array([np.vdot(st[:, 4], op @ st[:, 3]) for op in p_ops])
    return en[3], en[4], pcv


direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
step = 2e-3
ev, ec, _ = edges(step * direction)
assert abs(2 * (ec - gap) / step**2 * m_e - 1) < 2e-3
assert abs(-2 * ev / step**2 * m_h - 1) < 2e-3
rng = np.random.default_rng(4)
for _ in range(5):
    kvec = rng.normal(size=3) * 5e-4
    pol = rng.normal(size=3)
    pol /= np.linalg.norm(pol)
    direct = abs(np.dot(pol, edges(kvec)[2]))
    linear = b_slope * abs(np.dot(pol, kvec))
    assert abs(direct - linear) < 1e-3 * b_slope * np.linalg.norm(kvec)


def pair(k):
    ev_k, ec_k, _ = edges(k * direction)
    return ec_k - ev_k


def full_model(x):
    """n*alpha*omega from full diagonalization at excess energy x."""
    k = brentq(lambda q: pair(q) - gap - x, 1e-6, 0.15, xtol=1e-14)
    dk = 1e-5
    rate = (pair(k + dk) - pair(k - dk)) / (2 * dk)
    mean_sq = np.sum(np.abs(edges(k * direction)[2])**2) / 3
    return GOLDEN * 4 * np.pi * k**2 / (2 * np.pi)**3 * mean_sq / rate


def law(x):
    return forbidden_law(x, iso, b_vec)


def exponent(func, x):
    return np.log(func(1.01 * x) / func(x / 1.01)) / (2 * np.log(1.01))


short_form = (2 * b_slope**2 / (3 * C_LIGHT) * (2 * mu)**2.5 * excess**1.5)
assert abs(short_form / law(excess) - 1) < 1e-12
mev = 1e-3 / HARTREE_EV
error1 = full_model(mev) / law(mev) - 1
error2 = full_model(2 * mev) / law(2 * mev) - 1
assert abs(error1) < 5e-3
assert abs(error2 / error1 - 2) < 0.05
assert abs(exponent(full_model, mev) - 1.5) < 5e-3


def intercept(func, power, x):
    """Zero of the tangent to func**power at x, measured from the gap."""
    d = 1e-3 * x
    rate = (func(x + d)**power - func(x - d)**power) / (2 * d)
    return x - func(x)**power / rate


assert abs(intercept(law, 2, excess) / (2 * excess / 3) - 1) < 1e-4

# ---- Sizes of neglected effects ----
binding = mu / (2 * permittivity**2)


def exciton_factor(x):
    g = np.sqrt(binding / x)
    return (1 + g**2) * 2 * np.pi * g / (1 - np.exp(-2 * np.pi * g))


for x in (0.5 * binding, excess):
    g = float(np.sqrt(binding / x))
    rho = mp.mpf("1e-5")
    ratio = mp.coulombf(1, -g, rho) / mp.coulombf(1, 0, rho)
    assert abs(float(abs(ratio)**2) / exciton_factor(x) - 1) < 1e-3
tiny = 1e-4 * binding
plateau = exciton_factor(tiny) * tiny**1.5
assert abs(plateau / (2 * np.pi * binding**1.5) - 1) < 1e-3

kgrid = np.linspace(0, 0.4, 8001)
egrid = kgrid**2 / (2 * m_e)


def chemical_potential(carriers_cm3, kelvin):
    target = carriers_cm3 * BOHR_CM**3
    kt = kelvin * const.k / const.e / HARTREE_EV

    def surplus(level):
        filled = kgrid**2 * expit((level - egrid) / kt) / np.pi**2
        return np.sum(filled) * (kgrid[1] - kgrid[0]) - target
    return brentq(surplus, -0.1, 0.3), kt


def filling_shift(carriers_cm3):
    k_fermi = (3 * np.pi**2 * carriers_cm3 * BOHR_CM**3)**(1 / 3)
    return k_fermi**2 / (2 * mu)


cold_level, _ = chemical_potential(1e20, 30.0)
assert abs(cold_level * m_e / mu / filling_shift(1e20) - 1) < 5e-3

k_work = np.sqrt(2 * mu * excess)
mixing = depth * b_slope * k_work / np.sqrt(3) / p_c_low
odd_potential = np.zeros((8, 8))
odd_potential[0, 2] = odd_potential[2, 0] = mixing
mixed_element = abs(edges(np.zeros(3), odd_potential)[2][0])
assert abs(mixed_element / (mixing * p_c_low / depth) - 1) < 0.02

resonance_ev = 9.0
photon_ev = gap_ev + excess_ev


def index_at(e_ev):
    scale = (resonance_ev**2 - photon_ev**2) / (resonance_ev**2 - e_ev**2)
    return np.sqrt(1 + (index**2 - 1) * scale)


index_change = index_at(gap_ev + odd_depth_ev) / index_at(gap_ev) - 1
hole_masses = np.array([1.0, 2.0, 10.0])
aniso = 1 / (1 / m_e + 1 / hole_masses)
aniso_ratio = [forbidden_law(excess, aniso, b_slope * np.eye(3)[i])
               / law(excess) for i in (0, 2)]
photon_ratio = (index * omega / C_LIGHT / k_work)**2


def per_cm(strength):
    return strength / (index * omega) / BOHR_CM


alpha_law = per_cm(law(excess))
alpha_full = per_cm(full_model(excess))
alpha_allowed = per_cm(allowed_law(excess, iso, p_c_low))
absorbed = 1 - np.exp(-alpha_law * thickness_nm * 1e-7)
absorbed_allowed = 1 - np.exp(-alpha_allowed * thickness_nm * 1e-7)

# ---- Printed numbers ----
print(f"1D crystal: slope of p_cv, direct    {slope_direct:.5f}")
print(f"1D crystal: slope of p_cv, k.p sum   {abs(slope_sum):.5f}")
print(f"1D crystal: sum rule, ratio          {sum_from_rule/sum_expected:.6f}")
print(f"gap                                  {gap_ev:.2f} eV")
print(f"odd valence states below edge        {odd_depth_ev:.2f} eV")
print(f"high odd states above valence edge   {odd_high_ev:.1f} eV")
print(f"electron mass, hole mass             {m_e:.2f}, {m_h:.2f} m0")
print(f"reduced mass                         {mu:.4f} m0")
print(f"refractive index, permittivity       {index:.1f}, {permittivity:.1f}")
print(f"film thickness                       {thickness_nm:.0f} nm")
print(f"coupling c - low odd                 {p_c_low:.4f} a.u.")
print(f"coupling v - low odd                 {p_v_low:.4f} a.u.")
print(f"coupling v - high odd                {p_v_high:.4f} a.u.")
print(f"slope b of the matrix element        {b_slope:.4f} (no unit)")
print(f"excess energy, photon energy         {excess_ev:.2f}, {photon_ev:.2f} eV")
print(f"wave number k at this excess         {k_work/BOHR_NM:.4f} 1/nm")
print(f"absorption, three-halves law         {alpha_law:.1f} 1/cm")
print(f"absorption, full k.p model           {alpha_full:.1f} 1/cm")
print(f"absorption, allowed edge             {alpha_allowed:.0f} 1/cm")
print(f"absorbed in one pass, law            {100*absorbed:.3f} %")
print(f"absorbed in one pass, allowed        {100*absorbed_allowed:.1f} %")
print("excess (eV), full model / law, local exponent of full model:")
for x_ev in (0.001, 0.02, 0.05, 0.1, 0.2, 0.3):
    x = x_ev / HARTREE_EV
    print(f"  {x_ev:.3f}  {full_model(x)/law(x):.4f}"
          f"  {exponent(full_model, x):.4f}")
print("tangent intercept above true gap, taken at the example's excess:")
for name, func in (("law", law), ("full model", full_model)):
    for label, power in (("power 2", 2), ("power 2/3", 2 / 3)):
        shift = intercept(func, power, excess) * HARTREE_EV
        print(f"  {name}, {label}: {shift + 0.0:.4f} eV")
print(f"exciton binding energy               {1e3*binding*HARTREE_EV:.1f} meV")
print(f"exciton enhancement factor           {exciton_factor(excess):.3f}")
with_exciton = exponent(lambda x: law(x) * exciton_factor(x), excess)
print(f"exponent of law with exciton factor  {with_exciton:.3f}")
for carriers in (1e18, 1e20):
    level, kt = chemical_potential(carriers, temperature)
    occupied = expit((level - excess * mu / m_e) / kt)
    print(f"carriers {carriers:.0e} 1/cm3: onset shift at 0 K "
          f"{filling_shift(carriers)*HARTREE_EV:.4f} eV")
    print(f"  final state filled at {temperature:.0f} K: {occupied:.3e}")
print(f"odd mixing energy for equal strength {1e3*mixing*HARTREE_EV:.1f} meV")
print(f"hole masses 1, 2, 10: strength ratio {aniso_ratio[0]:.3f} (light axis)")
print(f"hole masses 1, 2, 10: strength ratio {aniso_ratio[1]:.3f} (heavy axis)")
print(f"oscillator energy for index          {resonance_ev:.1f} eV")
print(f"index change, gap to strong onset    {100*index_change:.2f} %")
print(f"(photon wave number / k) squared     {photon_ratio:.2e}")
print("done: every assertion held")
```

It prints:

```
1D crystal: slope of p_cv, direct    0.65401
1D crystal: slope of p_cv, k.p sum   0.65405
1D crystal: sum rule, ratio          1.000000
gap                                  2.80 eV
odd valence states below edge        0.80 eV
high odd states above valence edge   10.0 eV
electron mass, hole mass             0.20, 2.00 m0
reduced mass                         0.1818 m0
refractive index, permittivity       2.0, 9.0
film thickness                       200 nm
coupling c - low odd                 0.5144 a.u.
coupling v - low odd                 0.0500 a.u.
coupling v - high odd                0.5540 a.u.
slope b of the matrix element        1.0692 (no unit)
excess energy, photon energy         0.20, 3.00 eV
wave number k at this excess         0.9769 1/nm
absorption, three-halves law         239.5 1/cm
absorption, full k.p model           172.9 1/cm
absorption, allowed edge             62218 1/cm
absorbed in one pass, law            0.478 %
absorbed in one pass, allowed        71.2 %
excess (eV), full model / law, local exponent of full model:
  0.001  0.9982  1.4982
  0.020  0.9656  1.4653
  0.050  0.9172  1.4154
  0.100  0.8443  1.3376
  0.200  0.7221  1.1989
  0.300  0.6244  1.0785
tangent intercept above true gap, taken at the example's excess:
  law, power 2: 0.1333 eV
  law, power 2/3: -0.0000 eV
  full model, power 2: 0.1166 eV
  full model, power 2/3: -0.0502 eV
exciton binding energy               30.5 meV
exciton enhancement factor           3.096
exponent of law with exciton factor  0.983
carriers 1e+18 1/cm3: onset shift at 0 K 0.0201 eV
  final state filled at 300 K: 4.595e-04
carriers 1e+20 1/cm3: onset shift at 0 K 0.4321 eV
  final state filled at 300 K: 9.997e-01
odd mixing energy for equal strength 49.6 meV
hole masses 1, 2, 10: strength ratio 0.911 (light axis)
hole masses 1, 2, 10: strength ratio 1.072 (heavy axis)
oscillator energy for index          9.0 eV
index change, gap to strong onset    2.77 %
(photon wave number / k) squared     9.69e-04
done: every assertion held
```
